# Where nuclear and electronic stopping cross for boron and arsenic in silicon

**Question.** An ion implanted into silicon loses energy to recoiling atoms and to electrons. At what energy are the two losses per unit path equal for boron and for arsenic, and how does that energy depend on the charge and mass of the ion? Is it fair to say tens of keV for boron and several hundred keV for arsenic?

**Answer.**

## What is being equated

Let $S_n$ be the mean energy lost per unit path to the motion of silicon atoms, and $S_e$ that lost to electrons. The crossover energy $E_c$ is defined by $S_n(E_c)=S_e(E_c)$. The silicon is taken as amorphous, with the density of the crystal, $N=49.94$ atoms per nm³, so that all impact parameters are equally likely per unit area. Collisions are binary and, for the nuclear part, classical and elastic. The ion has charge number $Z_1$, mass $M_1$, speed $v$ and laboratory energy $E$; silicon has $Z_2=14$ and $M_2=28.086$ u. For boron $Z_1=5$ and $M_1=11.009$ u; for arsenic $Z_1=33$ and $M_1=74.922$ u. I write $e^2$ for $e^2/4\pi\varepsilon_0$.

## Nuclear stopping

**Energy transfer.** In the centre-of-mass frame the struck atom has speed $w=M_1v/(M_1+M_2)$ before and after the collision, and its velocity turns through the scattering angle $\theta$. Its velocity therefore changes by $2w\sin(\theta/2)$. Since it was at rest in the laboratory, this change is its laboratory recoil speed, and it receives

$$T=\tfrac12M_2\,4w^2\sin^2\tfrac\theta2=\gamma E\sin^2\tfrac\theta2,\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.$$

**Angle.** The relative motion has energy $E_r=EM_2/(M_1+M_2)$. The interaction is $V(r)=(Z_1Z_2e^2/r)\,\Phi(r/a)$, where $\Phi$ is a screening function and $a$ a screening length. At impact parameter $b$, conservation of angular momentum gives $r^2\dot\varphi=vb$, and conservation of energy gives $\dot r^2=v^2[1-V/E_r-b^2/r^2]$. Dividing $\dot\varphi$ by $\dot r$ and integrating over the incoming and outgoing halves of the path, with $x=r/a$ and $\beta=b/a$,

$$\theta=\pi-2\beta\int_{x_0}^{\infty}\frac{dx}{x^2\sqrt{1-\Phi(x)/(\varepsilon x)-\beta^2/x^2}},$$

where the root vanishes at the closest approach $x_0$ and

$$\varepsilon=\frac{aE_r}{Z_1Z_2e^2}=\frac{E}{E_u},\qquad E_u=\frac{Z_1Z_2e^2(M_1+M_2)}{aM_2}.$$

For a given $\Phi$, the angle depends on the ion and its energy only through $\varepsilon$ and $\beta$.

**Average.** Summing $T$ over impact parameters gives

$$S_n=N\int_0^\infty T\,2\pi b\,db=N\pi a^2\gamma E\int_0^\infty\sin^2\tfrac\theta2\,2\beta\,d\beta .$$

Now put $E=\varepsilon E_u$ and use $\gamma E_u=4M_1Z_1Z_2e^2/[a(M_1+M_2)]$:

$$S_n=P\,s_n(\varepsilon),\qquad P=4\pi NaZ_1Z_2e^2\frac{M_1}{M_1+M_2},\qquad s_n=\varepsilon\int_0^\infty\sin^2\tfrac\theta2\,2\beta\,d\beta .$$

For $\Phi$ I take the Ziegler-Biersack-Littmark universal screening function,

$$\Phi=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x},$$

with $a=0.8854\,a_0/(Z_1^{0.23}+Z_2^{0.23})$ and $a_0$ the Bohr radius. Its reduced stopping is fitted by

$$s_n(\varepsilon)\approx\frac{\ln(1+1.1383\,\varepsilon)}{2(\varepsilon+0.01321\,\varepsilon^{0.21226}+0.19593\,\varepsilon^{0.5})}.$$

At 18 energies between $\varepsilon=0.15$ and 12, this fit departs from direct quadrature of the scattering integrals by at most 3.8 %, relative to the quadrature.

**High-energy limit.** With no screening, $\Phi=1$. Put $u=\beta/x$ and $p=1/(2\varepsilon\beta)$. The quantity under the root becomes $1-2pu-u^2=(1+p^2)-(u+p)^2$, so the integral is elementary and $\sin^2(\theta/2)=p^2/(1+p^2)=1/(1+4\varepsilon^2\beta^2)$. Screening cuts off the distant collisions at some $\beta_m$ of order one, hence

$$s_n\approx\varepsilon\int_0^{\beta_m}\frac{2\beta\,d\beta}{1+4\varepsilon^2\beta^2}=\frac{\ln(1+4\varepsilon^2\beta_m^2)}{4\varepsilon}.$$

Fast ions thus lose less to nuclei, as a slowly growing logarithm divided by $\varepsilon$, while the electronic loss, in the slow-ion range treated next, grows with speed.

## Electronic stopping

For a slow ion I use the Firsov picture. While two atoms overlap, they exchange electrons through the plane midway between them, and each electron carries the drift momentum of the atom it leaves. This section uses atomic units, in which the electron mass, $\hbar$ and $e^2$ are one and speed is in units of $v_0=e^2/\hbar$.

**Flux.** A Fermi gas has $2/(2\pi)^3=1/(4\pi^3)$ electrons per unit volume of real space and of $k$-space. With $\mu$ the cosine of the angle to the normal, the one-way flux through a plane is

$$j=\frac1{4\pi^3}\int_0^{k_F}k^3dk\int_0^1 2\pi\mu\,d\mu=\frac{k_F^4}{16\pi^2}=\frac{\phi^2}{4\pi^2}.$$

The last step uses the Thomas-Fermi relation $k_F^2/2=\phi$ for a neutral atom with electrostatic potential $\phi$.

**Drag.** In the rest frame of the target atom, electrons leaving the ion carry drift momentum $v$ each, and those arriving from the target carry none. The two flows are equal in number. If $\Gamma$ is the number crossing each way per unit time, and the electrons are captured where they arrive, the drag is $v\Gamma$.

At separation $R$, a point of the midplane lies at the same distance $r\ge R/2$ from both nuclei. Its distance $\rho$ from the axis obeys $\rho^2=r^2-R^2/4$, so $\rho\,d\rho=r\,dr$ and $\Gamma(R)=\int_{R/2}^\infty2\pi r\,j(r)\,dr$.

**Average.** The path is taken as straight. Integrating the drag along it and over impact parameters is an integral over all relative positions. Exchanging the order of integration,

$$\frac{S_e}{N}=v\int_0^\infty4\pi R^2\,\Gamma(R)\,dR=v\int_0^\infty2\pi r\,j\;\frac{4\pi(2r)^3}{3}\,dr=\frac{16}{3}\,v\int_0^\infty r^4\phi^2dr .$$

For $\phi$ take the Thomas-Fermi potential of one atom with charge $Z=Z_1+Z_2$, namely $\phi=(Z/r)\chi(r/a_Z)$. This is right within Thomas-Fermi theory when the nuclei coincide, but is only a simplifying assumption at larger separation. Far from the nuclei the Thomas-Fermi potential no longer depends on $Z$, so with growing distance the assumed $\phi$ slowly approaches half the sum of the two atomic potentials. Poisson's equation, $(r\phi)''/r=4\pi n$ with $n=(2\phi)^{3/2}/3\pi^2$, becomes

$$\chi''=\chi^{3/2}/\sqrt x,\qquad a_Z=\tfrac12(3\pi/4)^{2/3}Z^{-1/3}=0.8853\,Z^{-1/3},$$

with $\chi(0)=1$ and $\chi(\infty)=0$. Then $\int r^4\phi^2dr=Z^2a_Z^3\int x^2\chi^2dx$, and the powers of $Z$ combine to a single one:

$$\frac{S_e}{N}=C(Z_1+Z_2)\,v,\qquad C=\frac{16}{3}(0.8853)^3\int_0^\infty x^2\chi^2dx .$$

The numerical solution gives 1.849 for the integral and $C=6.84$. Within this model $S_e$ is proportional to $v$, hence to $\sqrt E$.

## The crossover condition

Since $S_e(E)=S_e(E_u)\sqrt\varepsilon$, equality of the two losses reads

$$s_n(\varepsilon)=\kappa\sqrt\varepsilon,\qquad \kappa=\frac{S_e(E_u)}{P}.$$

It can be solved by hand with the iteration $\varepsilon\to\sqrt\varepsilon\,s_n(\varepsilon)/\kappa$, whose fixed point satisfies the condition. Let $n=d\ln s_n/d\ln\varepsilon$. Near the fixed point each step multiplies a small error in $\ln\varepsilon$ by $\tfrac12+n$, which is 0.34 for boron and 0.06 for arsenic, so the iteration converges quickly.

**Boron.** The scales are $E_u=9.83$ keV, $P=254.2$ eV/nm and $\kappa=0.3693$. Starting from $\varepsilon=1$, the fit gives $s_n(1)=\ln 2.1383/(2\times1.2091)=0.314$, and the first step leads to $0.314/0.3693=0.85$. The next values are 0.810, 0.797 and 0.793, and the root is 0.790. Therefore

$$E_c=0.790\times9.83\ \text{keV}=7.8\ \text{keV}.$$

Each loss there is $254.2\times0.3693\times\sqrt{0.790}=83$ eV/nm.

**Arsenic.** Here $E_u=211.9$ keV, $P=3496$ eV/nm and $\kappa=0.1182$. The iteration gives 2.658, 3.207, 3.256 and 3.259, so

$$E_c=3.259\times211.9\ \text{keV}\approx691\ \text{keV},$$

with each loss equal to $3496\times0.1182\times\sqrt{3.259}\approx746$ eV/nm.

Replacing the fitted $s_n$ by the scattering quadrature changes these energies to 7.7 and 700 keV. A scan from 50 eV to 2 MeV finds one crossing for each ion, with nuclear loss the larger below it.

## Why arsenic crosses so much higher

The ratio of the two crossover energies is 89. Because $E_c=\varepsilon_cE_u$, it splits into a factor 21.6 from the energy unit and 4.12 from the reduced crossover energy.

The energy unit grows as $Z_1(M_1+M_2)/a$: at a given $b/a$, a heavier or more highly charged ion needs more laboratory energy to keep the centre-of-mass deflection equally small. Greater mass leaves a smaller part of that energy, $M_2/(M_1+M_2)$, in the relative motion, and greater charge strengthens the repulsion. To see what moves $\varepsilon_c$, insert $v\propto\sqrt{E_u/M_1}$ into $\kappa$:

$$\kappa\propto\frac{(Z_1+Z_2)\sqrt{E_u/M_1}}{aZ_1Z_2M_1/(M_1+M_2)}\propto\frac{Z_1+Z_2}{\sqrt{Z_1Z_2}\;a^{3/2}\sqrt{M_2}}\left(\frac{M_1+M_2}{M_1}\right)^{3/2}.$$

The mass factor is 4.15 times smaller for arsenic than for boron, while the charge factor is 1.33 times larger. The net effect is that $\kappa$ is 3.1 times smaller. Of the power 3/2 in the mass factor, 1 comes from the nuclear prefactor $P$, which contains $M_1/(M_1+M_2)$, and 1/2 from the speed at $E_u$. For a given charge, a heavier ion therefore has a larger nuclear loss and a smaller electronic loss at the same $\varepsilon$, and so the crossing moves to larger $\varepsilon$.

Fictitious ions separate the two influences. An ion with the charge of boron and the mass of arsenic crosses at 113 keV; one with the charge of arsenic and the mass of boron crosses at 40 keV. Starting from boron, the change of mass alone raises $E_c$ about 15 times, and the change of charge alone about 5 times. In this model mass is the stronger influence, but neither suffices alone.

## How firmly the numbers are fixed

Suppose $S_e$ is multiplied by a constant near one. Taking logarithms of $s_n=\kappa\sqrt\varepsilon$ and differentiating gives $(n-\tfrac12)\,d\ln\varepsilon=d\ln\kappa$, so

$$\frac{d\ln E_c}{d\ln S_e}=-\frac{1}{\tfrac12-n}.$$

At the boron crossover $s_n$ is still rather flat, $n=-0.16$, and the exponent is $-1.51$. At the arsenic crossover $n=-0.44$, and the exponent is $-1.06$. On logarithmic axes the curves meet at a smaller angle for boron, so an error in the electronic model moves its crossover more.

Part of that error can be sized by changing one ingredient at a time. The Lindhard-Scharff formula, quoted here as a named alternative, is

$$\frac{S_e}{N}=8\pi Z_1^{1/6}\frac{Z_1Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,v\quad\text{(atomic units)}.$$

Its coefficient of $v$ is 89 for boron, against $6.84\times19=130$ from electron exchange. For arsenic the two are nearly equal, 322 against $6.843\times47\approx322$. The resulting crossovers are as follows.

| Model | B, keV | As, keV |
|---|---:|---:|
| Electron exchange, universal $S_n$ | 7.8 | 691 |
| Lindhard-Scharff $S_e$, universal $S_n$ | 13 | 690 |
| Lindhard-Scharff $S_e$, Thomas-Fermi $S_n$ | 15 | 703 |
| Exchange with normal-motion correction | 4.9 | 504 |
| Exchange cut at neighbour distance | 12 | 854 |

In the third row, nuclear scattering uses $\Phi=\chi$ with $a=0.8853\,a_0/\sqrt{Z_1^{2/3}+Z_2^{2/3}}$.

The fourth row corrects the flux for motion along the line joining the atoms. Relative to the midplane each electron gas then drifts at $v/2$ towards the other. The momentum crossing per unit area and time from one side is

$$\Pi=\frac1{4\pi^3}\int_0^{k_F+v/2}k_z^2\,\pi\left[k_F^2-(k_z-v/2)^2\right]dk_z .$$

Its derivative at $v=0$ is $(1/4\pi^3)\,\pi\int_0^{k_F}k_z^3dk_z=k_F^4/16\pi^2=j$. The two sides together give $2jv$, against $jv$ for motion along the plane. Averaged over the three directions, $S_e$ rises in the low-speed limit by a factor $(2+1+1)/3=4/3$.

The fifth row drops exchange at separations beyond the silicon nearest-neighbour distance, where other atoms intervene. This keeps 73 % of $S_e$ for boron and 82 % for arsenic. The last two corrections act in opposite directions. The spread of the table shows how much the result depends on these ingredients; it is not a rigorous error bar. In particular, the potential assumed on the midplane is not varied, and a larger one, such as the sum of the two atomic potentials, would raise $S_e$ and lower both exchange-model crossovers below the range of the table.

Two other limits matter less or differently. Nuclear collisions beyond 0.153 nm, the radius of a disc of area $N^{-2/3}$, supply about 0.01 % of $S_n$ at the boron crossover and less for arsenic, so treating collisions one at a time costs little there. The speed at crossover is about 0.06 of $v_0Z_1^{2/3}$ for both ions, far below the Thomas-Fermi estimate $v_0Z_1^{2/3}$ for the speed of the ion's own electrons, as a slow-ion model requires. For arsenic, however, this means $v\approx0.6\,v_0$, which is not small beside the speeds of outer electrons. Proportionality to $v$ is therefore less secure for arsenic. The fourth row uses the low-speed limit of the flux correction. At the speeds of those crossings the same flux integrals give a factor above $4/3$, about 1.4 for boron and 1.6 for arsenic, which would lower the two entries to roughly 4 and 400 keV.

## What it means for an implant

Take implants of 20 keV for boron and 50 keV for arsenic as examples. The exchange model gives $S_n/S_e=0.49$ and 6.1. Boron then starts in the electronic regime and enters the nuclear regime as it slows, while arsenic is in the nuclear regime from the start. With the higher boron crossovers of the table, 20 keV still lies above the crossing, but not far above.

Equal losses per unit path do not mean equal shares of the total energy. An ion starting at $E_c$ spends the rest of its path where $S_n>S_e$, so less than half of its energy goes directly to electrons. Treating the slowing down as continuous, that is, averaging $S_e/(S_e+S_n)$ over energy from $E_c$ to rest, gives 38 % for boron and 33 % for arsenic. Single nuclear collisions can remove a large part of the energy at once, and allowing for this raises each share by one or two points. Energy that the recoiling atoms later pass to electrons is not counted in these shares.

Real wafers are usually crystalline, which breaks the assumption of random impact parameters. An ion steered along an open channel avoids close nuclear collisions. If $S_n$ were halved and $S_e$ left unchanged, the condition would be the same as with $S_e$ doubled. The exponents above then bring $E_c$ down to roughly a third for boron and a half for arsenic. This is an illustration: the exponents are local and somewhat understate the drop for so large a change, and the actual change depends on alignment, which can alter $S_e$ as well. Shell effects, which make $S_e$ oscillate with $Z_1$, are also left out.

For arsenic, the models in the table support the statement in the question: they place the crossover between about 500 and 850 keV. For boron they give 5 to 15 keV, so "about ten keV" describes these models better than "tens of keV". The larger midplane potential mentioned above would lower both energies, and so would take boron still further from "tens of keV". The full numerical output follows.

## Calculated quantities

```
Silicon atomic density: 49.94 nm^-3
Thomas-Fermi slope at origin: -1.5881
Thomas-Fermi integral of x^2 chi^2: 1.849
Electronic coefficient C: 6.843 atomic units
Nested integral / reduced integral: 1.0000
Largest error of s_n formula, eps 0.15-12: 3.8 %
Mean flux factor for normal motion: 1.333
B: screening length 0.01427 nm, E_unit 9.83 keV
B: nuclear prefactor 254.2 eV/nm, kappa 0.3693
B: hand iteration eps 1.000, 0.851, 0.810, 0.797, 0.793
B: crossover eps 0.790, E_c 7.8 keV
B: E_c by scattering quadrature 7.7 keV
B: S_n = S_e at crossover 83.5 eV/nm
B: log slope n -0.163, dlnE_c/dlnS_e -1.51
B: S_n/S_e at 20 keV: 0.49
B: direct electronic share from E_c to rest 38.2 %
B: E_c, Lindhard-Scharff S_e 13.2 keV
B: E_c, same with Thomas-Fermi S_n 14.6 keV
B: E_c with normal-motion flux 4.9 keV
B: S_e kept inside neighbour distance 72.6 %
B: E_c with that cut 12.2 keV
B: S_n from b above 0.153 nm: 0.01 %
B: v/(v0 Z1^(2/3)) at crossover 0.058
As: screening length 0.01151 nm, E_unit 211.94 keV
As: nuclear prefactor 3495.9 eV/nm, kappa 0.1182
As: hand iteration eps 1.000, 2.658, 3.207, 3.256, 3.259
As: crossover eps 3.259, E_c 690.7 keV
As: E_c by scattering quadrature 700.2 keV
As: S_n = S_e at crossover 746.2 eV/nm
As: log slope n -0.439, dlnE_c/dlnS_e -1.06
As: S_n/S_e at 50 keV: 6.08
As: direct electronic share from E_c to rest 33.4 %
As: E_c, Lindhard-Scharff S_e 689.9 keV
As: E_c, same with Thomas-Fermi S_n 702.9 keV
As: E_c with normal-motion flux 503.7 keV
As: S_e kept inside neighbour distance 81.6 %
As: E_c with that cut 854.0 keV
As: S_n from b above 0.153 nm: 0.00 %
As: v/(v0 Z1^(2/3)) at crossover 0.059
Ratio As/B of E_c: 88.9
Ratio As/B of E_unit: 21.6
Ratio As/B of crossover eps: 4.12
Fictitious ion, B charge and As mass: E_c 113.4 keV
Fictitious ion, As charge and B mass: E_c 40.1 keV
```
